# The Many-Body Dispersion Energy from Dipole-Coupled Oscillators

A calculation that adds dispersion to an electronic energy must choose how to add it. It can sum a term $-C_6/R^6$ over pairs of atoms, or it can build one matrix for the whole system and diagonalize it. The pair sum is cheaper, but it omits the effect of a third atom on the correlated fluctuations of two others. The theorem below gives the energy that the second choice delivers, and its corollaries show what the first choice leaves out.

## Assumptions and theorem

Hartree atomic units are used. The model rests on four assumptions.

1. At each of $N$ fixed sites $\mathbf R_i$ a fixed charge $-q_i$ binds a mobile charge $q_i>0$ of mass $m_i$. The binding is harmonic and isotropic, with frequency $\omega_i$. The displacement of the mobile charge from its site is $\mathbf r_i$.
2. Different oscillators interact through the dipole part of their Coulomb energy alone.
3. The interaction is instantaneous, so retardation is neglected.
4. The mobile charges are distinguishable. There is no exchange between oscillators.

Let $\alpha_i$ be the static polarizability of oscillator $i$, let $R_{ij}=|\mathbf R_i-\mathbf R_j|$, and let $\mathbf n$ be the unit vector along $\mathbf R_i-\mathbf R_j$. Define

$$T_{ij}=\frac{1-3\,\mathbf n\mathbf n^{T}}{R_{ij}^3},\qquad C_{ii}=\omega_i^2\,1,\qquad C_{ij}=\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\;T_{ij}\quad(i\neq j).$$

Each $C_{ij}$ is a $3\times3$ block of a real symmetric $3N\times3N$ matrix $C$ with eigenvalues $\lambda_p$.

**Theorem.** If all $\lambda_p$ are positive, the ground-state energy of the coupled oscillators minus that of the uncoupled ones is

$$E_{\rm MBD}=\frac12\sum_{p=1}^{3N}\sqrt{\lambda_p}-\frac32\sum_{i=1}^{N}\omega_i .$$

The square roots are needed because the eigenvalues of $C$ are squared frequencies. The result is exact for this model. For real atoms the model itself is the approximation.

## Lemma 1: the dipole coupling

*The leading interaction of oscillators $i$ and $j$ is $q_iq_j\,\mathbf r_i^TT_{ij}\mathbf r_j$.*

*Proof.* Let $\mathbf R=\mathbf R_i-\mathbf R_j$ and $f(\mathbf s)=1/|\mathbf R+\mathbf s|$. The four pairs of charges, one from each oscillator, give

$$V_{ij}=q_iq_j\,[\,f(0)-f(\mathbf r_i)-f(-\mathbf r_j)+f(\mathbf r_i-\mathbf r_j)\,].$$

To expand $f$, write $|\mathbf R+\mathbf s|^2=R^2(1+\epsilon)$ with $\epsilon=2\,\mathbf n\cdot\mathbf s/R+s^2/R^2$, and use $(1+\epsilon)^{-1/2}=1-\frac12\epsilon+\frac38\epsilon^2-\dots$. To second order in $\mathbf s$,

$$f(\mathbf s)=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}
=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}-\frac12\,\mathbf s^TT_{ij}\,\mathbf s .$$

The constants cancel in $V_{ij}$. The linear terms cancel because $-\mathbf r_i+\mathbf r_j+(\mathbf r_i-\mathbf r_j)=0$. The quadratic terms give

$$-\tfrac12\left[(\mathbf r_i-\mathbf r_j)^TT_{ij}(\mathbf r_i-\mathbf r_j)-\mathbf r_i^TT_{ij}\mathbf r_i-\mathbf r_j^TT_{ij}\mathbf r_j\right]=\mathbf r_i^TT_{ij}\mathbf r_j .\qquad\blacksquare$$

For two dipoles along the line joining them, $T_{ij}$ acts as $-2/R^3$, so parallel dipoles attract. For dipoles perpendicular to the line it acts as $+1/R^3$, so parallel dipoles repel.

The Hamiltonian of the model is therefore

$$H=\sum_i\left[\frac{\mathbf p_i^2}{2m_i}+\frac12m_i\omega_i^2\mathbf r_i^2\right]+\sum_{i<j}q_iq_j\,\mathbf r_i^TT_{ij}\mathbf r_j .$$

## Lemma 2: charges and masses drop out

*With $\boldsymbol\xi_i=\sqrt{m_i}\,\mathbf r_i$ and $\boldsymbol\pi_i=\mathbf p_i/\sqrt{m_i}$, the Hamiltonian becomes $H=\frac12\pi^T\pi+\frac12\xi^TC\,\xi$.*

*Proof.* In a static field $\mathbf F$ the spring force balances the electric force, $m_i\omega_i^2\mathbf r_i=q_i\mathbf F$. The dipole is $q_i\mathbf r_i=q_i^2\mathbf F/(m_i\omega_i^2)$, so

$$\alpha_i=\frac{q_i^2}{m_i\omega_i^2},\qquad \frac{q_i}{\sqrt{m_i}}=\omega_i\sqrt{\alpha_i}.$$

The factors $\sqrt{m_i}$ and $1/\sqrt{m_i}$ cancel in the commutator of $\xi$ with $\pi$, so the new variables are canonical. The kinetic energy becomes $\frac12\boldsymbol\pi_i^2$ and the spring energy $\frac12\omega_i^2\boldsymbol\xi_i^2$. The coupling becomes

$$q_iq_j\,\mathbf r_i^TT_{ij}\mathbf r_j=\frac{q_i}{\sqrt{m_i}}\frac{q_j}{\sqrt{m_j}}\,\boldsymbol\xi_i^TT_{ij}\boldsymbol\xi_j=\boldsymbol\xi_i^TC_{ij}\boldsymbol\xi_j .$$

In $\frac12\xi^TC\xi$ each pair occurs twice, as $(i,j)$ and as $(j,i)$, with equal values because $C$ is symmetric. The factor $\frac12$ therefore leaves each pair counted once, as in $H$. $\blacksquare$

**Remark on point dipoles.** At fixed $\alpha_i$ and $\omega_i$, let all masses grow by a common factor $\mu$. The charges grow as $\mu^{1/2}$ and the zero-point displacements shrink as $\mu^{-1/2}$. The dipole coupling, with two charges and two displacements, is unchanged. The next term of the Coulomb expansion has two charges and three displacements, and it falls as $\mu^{-1/2}$. For a state in which each mobile charge stays near its own site, assumption 2 thus describes the limit of heavy, highly charged oscillators, and at finite mass it omits higher multipoles. The argument concerns only the expansion about the sites. With the full Coulomb energy of point charges, a mobile charge can instead bind to a neighbour's fixed charge. Let two oscillators exchange their mobile charges in this way. The hydrogen-like binding energy grows as $\mu^3$, while the spring energy and the remaining Coulomb repulsion grow only as $\mu$, so for heavy oscillators the localized state is not the lowest state of that fuller model. The mass need not be large. For two equal oscillators with $\alpha=10$ bohr³, $\omega=0.5$ hartree, $R=5$ bohr and one electron mass, $q^2=2.5$. Each exchanged charge in a hydrogen-like 1s state then gains $mq^4/2=3.125$ hartree and pays 3.185 hartree in spring energy, and the repulsion is about $2q^2/R=1$ hartree. The total of 1.12 hartree already lies below the roughly 1.5 hartree of the localized state.

## Lemma 3: independent modes

*If all $\lambda_p>0$, the lowest eigenvalue of $H$ is $\frac12\sum_p\sqrt{\lambda_p}$.*

*Proof.* Since $C$ is real and symmetric, there is a real orthogonal $U$ with $U^TCU=\mathrm{diag}(\lambda_p)$. Set $Q=U^T\xi$ and $P=U^T\pi$. Then

$$[Q_p,P_{p'}]=\sum_{ab}U_{ap}U_{bp'}\,[\xi_a,\pi_b]=i\sum_aU_{ap}U_{ap'}=i\,\delta_{pp'} .$$

Here $a$ and $b$ run over all $3N$ coordinates. Orthogonality also gives $\pi^T\pi=P^TP$, so $H=\frac12\sum_p(P_p^2+\lambda_pQ_p^2)$.

For one mode let $\nu=\sqrt\lambda$ and $b=(\nu Q+iP)/\sqrt{2\nu}$. Then

$$b^\dagger b=\frac{\nu^2Q^2+P^2+i\nu[Q,P]}{2\nu}=\frac{\nu^2Q^2+P^2-\nu}{2\nu},$$

which rearranges to $\frac12(P^2+\nu^2Q^2)=\nu\,b^\dagger b+\frac12\nu$. The operator $b^\dagger b$ has no negative expectation value. It gives zero on the normalizable state $e^{-\nu Q^2/2}$, which $b$ annihilates. The lowest energy of the mode is $\frac12\nu$, and the modes are independent. $\blacksquare$

*Proof of the theorem.* Lemma 3 gives the coupled energy. Without coupling, $C$ is diagonal and each $\omega_i^2$ occurs three times, so the energy is $\frac32\sum_i\omega_i$. The difference is $E_{\rm MBD}$. $\blacksquare$

**Remark on failure.** If some $\lambda_p<0$, a wave packet displaced by $Q_p$ gains the potential energy $\frac12\lambda_pQ_p^2$, which falls without limit as the displacement grows. The model then has no ground state. If $\lambda_p=0$, that mode is a free particle and has no normalizable ground state.

**Remark on damping.** Lemmas 2 and 3 use only the symmetry of the coupling and its independence of frequency. The square-root formula therefore also holds when $T_{ij}$ is replaced by a damped real symmetric tensor, provided that $C$ stays positive definite. The corollaries below that use the form of $T_{ij}$ must then be changed.

## Corollary 1: the energy is negative

*For $N\ge2$ at finite distances, if all $\lambda_p$ are positive, $E_{\rm MBD}<0$.*

*Proof.* A diagonal element of $C$ is a weighted mean of its eigenvalues, $C_{aa}=\sum_pU_{ap}^2\lambda_p$, with weights that sum to one. The square root is concave, so $\sum_pU_{ap}^2\sqrt{\lambda_p}\le\sqrt{C_{aa}}$. Summing over $a$, with $\sum_aU_{ap}^2=1$, gives

$$\sum_p\sqrt{\lambda_p}\le\sum_a\sqrt{C_{aa}}=3\sum_i\omega_i .$$

Equality would require, for each $a$, that all $\lambda_p$ with $U_{ap}\ne0$ be equal. Then $C$ would be diagonal, which the nonzero $T_{ij}$ exclude. $\blacksquare$

Single modes may rise. The coupling leaves the sum of the squared frequencies unchanged, because it does not alter the diagonal of $C$, but it lowers the sum of the frequencies.

## Corollary 2: London's sum at second order

*To second order in the coupling,*

$$E^{(2)}=-\sum_{i<j}\frac32\,\frac{\alpha_i\alpha_j\,\omega_i\omega_j}{\omega_i+\omega_j}\,\frac1{R_{ij}^6}.$$

*Proof.* Write $C=\Omega^2+W$, where $\Omega$ is diagonal with entries $\omega_a$ and $W$ holds the coupling blocks. Let $\sqrt C=\Omega+X_1+X_2+\dots$, with $X_k$ of order $k$ in $W$. Squaring this series and comparing orders gives

$$\Omega X_1+X_1\Omega=W,\qquad \Omega X_2+X_2\Omega=-X_1^2 .$$

The first equation yields $(X_1)_{ab}=W_{ab}/(\omega_a+\omega_b)$. Its trace vanishes because $W_{aa}=0$, so there is no first-order energy. The diagonal of the second equation gives

$$E^{(2)}=\frac12\sum_a(X_2)_{aa}=-\frac14\sum_{ab}\frac{W_{ab}^2}{\omega_a(\omega_a+\omega_b)^2}.$$

Exchanging the names $a$ and $b$ does not change the sum. Averaging the two forms replaces $1/\omega_a$ by $\frac12(1/\omega_a+1/\omega_b)=(\omega_a+\omega_b)/(2\omega_a\omega_b)$, and so

$$E^{(2)}=-\frac18\sum_{ab}\frac{W_{ab}^2}{\omega_a\omega_b(\omega_a+\omega_b)} .$$

For one pair of sites, the squared elements of a block sum to $\omega_i^2\omega_j^2\alpha_i\alpha_j\,\mathrm{Tr}\,T_{ij}^2$. Since $(1-3\mathbf n\mathbf n^T)^2=1+3\mathbf n\mathbf n^T$, the trace is $6/R_{ij}^6$. The block occurs twice in $W$, and $-\frac18\cdot2\cdot6=-\frac32$. $\blacksquare$

## Corollary 3: the leading three-body term

*The third-order energy of a triangle has the sign of $\mathrm{Tr}(T_{12}T_{23}T_{31})$.*

*Proof.* The next order reads $\Omega X_3+X_3\Omega=-(X_1X_2+X_2X_1)$. Its diagonal is $\omega_a(X_3)_{aa}=-(X_1X_2)_{aa}$. Inserting $(X_2)_{ba}=-(X_1^2)_{ba}/(\omega_a+\omega_b)$ gives

$$E^{(3)}=\frac12\sum_{abc}\frac{(X_1)_{ab}(X_1)_{bc}(X_1)_{ca}}{\omega_a(\omega_a+\omega_b)} .$$

Since $W$ has no on-site blocks, $a$, $b$ and $c$ must lie on three different sites. The frequency factors are positive and do not depend on the Cartesian direction. The sum over directions gives $\mathrm{Tr}(T_{12}T_{23}T_{31})$ for each of the six orders of the sites, because a trace is unchanged by cyclic permutation and by transposition. $\blacksquare$

Two oscillators alone have no third-order term. If all distances grow by a factor $s$, the third-order energy falls as $s^{-9}$ and London's sum as $s^{-6}$. Their ratio falls as $s^{-3}$.

## An identical pair

Let two equal oscillators lie at distance $R$, and let $x=\alpha/R^3$. The combinations $(\boldsymbol\xi_1\pm\boldsymbol\xi_2)/\sqrt2$ diagonalize $C$. Along the axis $\lambda=\omega^2(1\mp2x)$, and in each of the two perpendicular directions $\lambda=\omega^2(1\pm x)$. Hence

$$E=\frac\omega2\left[\sqrt{1+2x}+\sqrt{1-2x}+2\sqrt{1+x}+2\sqrt{1-x}-6\right].$$

With $\sqrt{1+y}+\sqrt{1-y}=2-\frac14y^2-\frac5{64}y^4-\dots$ this becomes

$$E=-\frac34\omega x^2-\frac{45}{64}\omega x^4-\dots$$

The first term is London's. The second makes the attraction stronger. For $\alpha=10$ bohr³, $\omega=0.5$ hartree and $R=5$ bohr, $x=0.08$. London's term is $-0.002400$ hartree and the closed form gives $-0.002415$ hartree.

The lowest eigenvalue is positive only if $2x<1$, that is, if $R>(2\alpha)^{1/3}$, here 2.714 bohr. At 0.98 of this distance $\lambda=0.25\,(1-0.98^{-3})=-0.0156$ hartree², and the formula no longer applies. Undamped point dipoles are thus unusable at short range.

## Three unequal oscillators

The following round parameters represent no material. The sites are $(0,0,0)$, $(4,3,0)$ and $(0,3,4)$ bohr. The polarizabilities are 10, 12 and 8 bohr³, and the frequencies are 0.5, 0.4 and 0.6 hartree. The distances are $R_{12}=R_{13}=5$ bohr and $R_{23}=5.657$ bohr.

The first coupling block has the prefactor $0.5\cdot0.4\cdot\sqrt{120}/125=0.017527$ hartree². With $\mathbf n$ along $(0.8,0.6,0)$, its $xx$ element is $0.017527\,(1-3\cdot0.64)=-0.016125$ hartree², and its $zz$ element is $0.017527$ hartree². Numerical diagonalization of the full $9\times9$ matrix gives these mode frequencies:

| Uncoupled (hartree) | Coupled (hartree) |
|---|---|
| 0.4, three times | 0.3838, 0.3926, 0.3954 |
| 0.5, three times | 0.4877, 0.4984, 0.5067 |
| 0.6, three times | 0.6044, 0.6052, 0.6146 |

Four modes rise, the upper three and the one at 0.5067, but the total falls. Half the sum of the unrounded frequencies is 2.244355 hartree, and the uncoupled value is $1.5\cdot1.5=2.25$ hartree. Therefore

$$E_{\rm MBD}=2.244355-2.250000=-0.005645\ \text{hartree}=-153.6\ \text{meV}.$$

The same energy can be found without normal modes, by diagonalizing $H$ in products of uncoupled oscillator states with a limited total number of quanta. With masses 1, 2 and 3 electron masses, limits of 2, 4 and 6 quanta give $-0.0056015$, $-0.0056445$ and $-0.0056447$ hartree. They approach the theorem's value from above, as variational energies must.

London's sum is

$$-\frac{40.00}{5^6}-\frac{32.73}{5^6}-\frac{34.56}{5.657^6}=-0.005709\ \text{hartree},$$

where the first numerator is $1.5\cdot10\cdot12\cdot0.5\cdot0.4/0.9$ and the others follow in the same way. Applying the theorem to each pair separately and adding the results gives $-0.005741$ hartree. Two corrections to London's sum therefore oppose each other. Higher orders within the pairs contribute $-0.000032$ hartree, and the presence of the third oscillator contributes $+0.000096$ hartree. London's sum is too negative by 1.1% of $E_{\rm MBD}$, and the sum of separate pair energies by 1.7%. The cruder pair treatment is closer here because part of its error cancels.

The sign of the three-body part agrees with Corollary 3. The scalar products of the unit vectors along 1–2, 2–3 and 1–3 are $0.5657$, $-0.5657$ and $0.36$. Multiplying out the three factors $1-3\mathbf n\mathbf n^T$ gives the trace, apart from the positive factor $1/(R_{12}R_{23}R_{31})^3$:

$$3-9+9\,(0.32+0.32+0.1296)-27\,(0.5657)(-0.5657)(0.36)=4.04>0 .$$

The leading three-body term is thus repulsive for this triangle. When all distances are multiplied by 1, 2, 4 and 8, $E_{\rm MBD}$ falls short of London's sum by 1.13%, 0.256%, 0.034% and 0.004% of that sum. The last two doublings reduce the deviation by nearly eight, as the ratio $s^{-3}$ requires. At the original distances higher orders also contribute.

For these parameters both pair treatments overestimate the binding, London's sum by 1.1% and the sum of separate pair energies by 1.7%. The size and sign of the error depend on $\alpha_i/R^3$, on the ratios of the frequencies and on the geometry, so these figures cannot be carried over to another system.
